# Choosing the noise-floor correction for line-edge roughness: a numerical check

```python
"""Unbiased line-edge roughness from noisy edge positions.

Result under test: for edges with covariance sigma^2 exp(-|r|/xi) and white
detection noise of variance noise_var, fitting the finite-record spectrum
    S_k = sigma^2 g_k(xi) + d * noise_var
and then forming
    [s^2 - (1 - 1/n) * noise_var] / [1 - V(xi)]
recovers sigma^2.  s^2: raw variance about the record mean; n: rows per edge;
d: row spacing (nm); V: variance of the record mean divided by sigma^2.
Spectra are two-sided, in nm^3, at frequencies k/(n d), k = 1 ... n/2.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import toeplitz
from scipy.optimize import minimize
from scipy.signal import lfilter
from scipy.special import erfc


def edge_shape(xi, n, d):
    """Expected periodogram of a unit-variance edge, aliasing and leakage included."""
    a = np.exp(-d / xi)
    q = a * np.exp(2j * np.pi * np.arange(1, n // 2 + 1) / n)
    return d * (1 + 2 * (q / (1 - q) - q * (1 - a**n) / (n * (1 - q)**2)).real)


def lorentzian_shape(xi, n, d):
    """Continuum spectrum of the same edge: no aliasing, no leakage."""
    f = np.arange(1, n // 2 + 1) / (n * d)
    return 2 * xi / (1 + (2 * np.pi * f * xi)**2)


def mean_share(xi, n, d):
    """Variance of the record mean for a unit-variance edge."""
    a = np.exp(-d / xi)
    return (1 + 2 * (a / (1 - a) - a * (1 - a**n) / (n * (1 - a)**2))) / n


def bin_weights(n):
    h = np.ones(n // 2)
    h[-1] = 0.5
    return h


def spectrum_from_covariance(cov, d):
    """Expected periodogram from covariances at lags 0 ... n-1, by explicit sum."""
    n = len(cov)
    c = cov * (1 - np.arange(n) / n)
    return d * (2 * np.fft.rfft(c).real - c[0])[1:]


def log_derivatives(theta, n, d, shape):
    """Model spectrum and its log-derivatives for theta = ln(sigma^2, xi, noise_var)."""
    var, xi, noise = np.exp(theta)
    step = 1e-4
    g = shape(xi, n, d)
    dg = (shape(xi * np.exp(step), n, d) - shape(xi * np.exp(-step), n, d)) / (2 * step)
    s = var * g + d * noise
    return s, np.array([var * g / s, var * dg / s, d * noise / s])


def fit_spectrum(p, n, d, shape=edge_shape):
    """Likelihood fit by scoring steps with step halving."""
    h = bin_weights(n)

    def cost(t):
        s = np.exp(t[0]) * shape(np.exp(t[1]), n, d) + d * np.exp(t[2])
        return np.sum(h * (np.log(s) + p / s))

    raw = 2 * np.sum(h * p) / (n * d)
    noise = p[-(n // 8):].mean() / d
    var = max(raw - noise, 0.1 * raw)
    theta = np.log([var, p[:3].mean() / (2 * var), noise])
    old = cost(theta)
    for _ in range(200):
        s, deriv = log_derivatives(theta, n, d, shape)
        move = np.linalg.solve((deriv * h) @ deriv.T, deriv @ (h * (p / s - 1)))
        move = np.clip(move, -1, 1)
        scale = 1.0
        new = cost(theta + move)
        while new > old + 1e-9 and scale > 1e-4:
            scale /= 2
            new = cost(theta + scale * move)
        theta = theta + scale * move
        old = new
        if np.max(np.abs(move)) < 1e-7:
            return np.exp(theta)
    raise AssertionError("spectrum fit did not converge")


def recover(p, n, d, shape=edge_shape):
    """Raw variance, floor-subtracted window variance, full variance, fit values."""
    fit = fit_spectrum(p, n, d, shape)
    raw = 2 * np.sum(bin_weights(n) * p) / (n * d)
    window = raw - (1 - 1 / n) * fit[2]
    return raw, window, window / (1 - mean_share(fit[1], n, d)), fit


def predicted_errors(var, xi, noise, n, d, m):
    """Standard errors of the recovered edge variance and of the fitted floor variance."""
    h = bin_weights(n)
    s, deriv = log_derivatives(np.log([var, xi, noise]), n, d, edge_shape)
    response = np.linalg.solve((deriv * h) @ deriv.T, deriv)
    e = 1e-4
    dv = (mean_share(xi * np.exp(e), n, d) - mean_share(xi * np.exp(-e), n, d)) / (2 * e)
    b = 2 * s / (n * d) - (1 - 1 / n) * noise * response[2] + var * dv * response[1]
    b = b / (1 - mean_share(xi, n, d))
    return np.sqrt(np.sum(b**2 * h) / m), noise * np.sqrt(np.sum(response[2]**2 * h) / m)


def make_edges(rng, m, n, d, sigma, xi):
    """Correlated edges by a real-space recursion with a stationary start."""
    a = np.exp(-d / xi)
    kicks = rng.standard_normal((m, n)) * sigma
    kicks[:, 1:] *= np.sqrt(1 - a * a)
    return lfilter([1.0], [1.0, -a], kicks, axis=1)


def mean_periodogram(w, d):
    w = w - w.mean(axis=1, keepdims=True)
    return (np.abs(np.fft.rfft(w, axis=1)[:, 1:])**2).mean(axis=0) * d / w.shape[1]


# --- expected spectrum and variance budget against explicit matrices ---
ns, ds, xis, vs, es = 24, 1.5, 4.0, 1.3, 0.7
lags = np.arange(ns) * ds
centre = np.eye(ns) - 1 / ns
matrix = centre @ (vs * toeplitz(np.exp(-lags / xis)) + es * np.eye(ns)) @ centre
waves = np.exp(-2j * np.pi * np.outer(np.arange(1, ns // 2 + 1), np.arange(ns)) / ns)
direct = ds / ns * np.einsum("kj,jl,kl->k", waves, matrix, waves.conj()).real
formula = vs * edge_shape(xis, ns, ds) + ds * es
spectrum_error = np.max(np.abs(direct / formula - 1))
assert spectrum_error < 1e-10
budget = vs * (1 - mean_share(xis, ns, ds)) + (1 - 1 / ns) * es
assert abs(np.trace(matrix) / ns / budget - 1) < 1e-10

# --- worked example: one synthetic data set ---
sigma, xi, noise_sd, d, n, m = 1.0, 20.0, 0.8, 1.0, 1024, 40
var, noise_var = sigma**2, noise_sd**2
rng = np.random.default_rng(20)
h = bin_weights(n)
V = mean_share(xi, n, d)
err_var, err_floor = predicted_errors(var, xi, noise_var, n, d, m)
g_true = edge_shape(xi, n, d)

print(f"edge sigma {sigma:.2f} nm, correlation length {xi:.1f} nm, noise sigma {noise_sd:.2f} nm")
print(f"row spacing {d:.1f} nm, rows {n}, edge length {n*d:.0f} nm, edges {m}")
print(f"largest relative error of expected-spectrum formula: {spectrum_error:.1e}")
print(f"noise floor d*noise variance: {d*noise_var:.4f} nm^3")
print(f"edge spectrum at lowest frequency: {var*g_true[0]:.3f} nm^3")
print(f"edge spectrum at Nyquist frequency: {var*g_true[-1]:.5f} nm^3")
print(f"variance share lost with record mean, V: {100*V:.3f} %")

w = make_edges(rng, m, n, d, sigma, xi) + noise_sd * rng.standard_normal((m, n))
p = mean_periodogram(w, d)
raw, window, full, fit = recover(p, n, d)
assert abs(raw / w.var(axis=1).mean() - 1) < 1e-10
s_fit = fit[0] * edge_shape(fit[1], n, d) + d * fit[2]
assert abs(np.sum(h * p / s_fit) / np.sum(h) - 1) < 1e-6


def simplex_cost(t):
    v, x, e = np.exp(t)
    cov = v * np.exp(-np.arange(n) * d / x)
    cov[0] += e
    s = spectrum_from_covariance(cov, d)
    return np.sum(h * (np.log(s) + p / s))


simplex = minimize(simplex_cost, np.log([1.3, 15.0, 0.5]), method="Nelder-Mead",
                   options=dict(xatol=1e-7, fatol=1e-9, maxiter=3000, maxfev=3000))
fit_gap = np.max(np.abs(np.exp(simplex.x) / fit - 1))
assert fit_gap < 1e-4
assert abs(full - var) < 4 * err_var

print("ONE DATA SET")
print(f"raw variance: {raw:.4f} nm^2, raw 3 sigma: {3*np.sqrt(raw):.3f} nm")
print(f"fitted edge variance {fit[0]:.4f} nm^2, correlation length {fit[1]:.2f} nm")
print(f"fitted noise variance {fit[2]:.4f} nm^2, noise sigma {np.sqrt(fit[2]):.4f} nm")
print(f"integrated floor: {(1-1/n)*fit[2]:.4f} nm^2")
print(f"variance after floor subtraction: {window:.4f} nm^2")
print(f"V at fitted correlation length: {100*mean_share(fit[1], n, d):.3f} %")
print(f"variance after mean correction: {full:.4f} nm^2")
print(f"recovered 3 sigma: {3*np.sqrt(full):.3f} nm, true {3*sigma:.3f} nm")
print(f"predicted standard error of 3 sigma: {1.5*err_var/sigma:.3f} nm")
print(f"largest relative gap between scoring and simplex fits: {fit_gap:.1e}")

# --- repeated experiments: recovery, scatter and tail bias ---
repeats = 400
rows = []
for _ in range(repeats):
    w = make_edges(rng, m, n, d, sigma, xi) + noise_sd * rng.standard_normal((m, n))
    p = mean_periodogram(w, d)
    r = recover(p, n, d)
    rows.append([r[0], r[2], r[3][0], r[3][1], r[3][2], p[-(n // 8):].mean() / d])
rows = np.array(rows)
mean, scatter = rows.mean(axis=0), rows.std(axis=0, ddof=1)
se = scatter / np.sqrt(repeats)
raw_expected = var * (1 - V) + (1 - 1 / n) * noise_var
tail_expected = noise_var + var * g_true[-(n // 8):].mean() / d
assert abs(mean[0] - raw_expected) < 4 * se[0]
assert abs(mean[1] - var) < 4 * se[1]
assert abs(mean[2] / var - 1) < 0.02 and abs(mean[3] / xi - 1) < 0.02
assert abs(mean[4] - noise_var) < 4 * se[4]
assert abs(mean[5] - tail_expected) < 4 * se[5]
assert mean[5] - noise_var > 10 * se[5]
# sampling error of a scatter from 400 repeats is about 3.5 percent
assert abs(scatter[1] / err_var - 1) < 0.15
assert abs(scatter[4] / err_floor - 1) < 0.15

print(f"ENSEMBLE of {repeats} repeated experiments")
print(f"mean raw variance {mean[0]:.4f} nm^2, expected {raw_expected:.4f} nm^2")
print(f"mean recovered variance {mean[1]:.4f} +- {se[1]:.4f} nm^2, true {var:.4f} nm^2")
print(f"scatter of recovered variance {scatter[1]:.4f} nm^2, predicted {err_var:.4f} nm^2")
print(f"mean fitted edge variance {mean[2]:.4f} nm^2, scatter {scatter[2]:.4f} nm^2")
print(f"mean fitted correlation length {mean[3]:.2f} nm, scatter {scatter[3]:.2f} nm")
print(f"mean fitted noise variance {mean[4]:.4f} +- {se[4]:.4f} nm^2, true {noise_var:.4f} nm^2")
print(f"scatter of noise variance {scatter[4]:.5f} nm^2, predicted {err_floor:.5f} nm^2")
print(f"noise variance from top-quarter tail {mean[5]:.4f} nm^2, expected {tail_expected:.4f} nm^2")

# --- same true edges, three noise levels ---
levels, sweep = [0.4, 0.8, 1.6], 100
table = np.zeros((sweep, len(levels), 2))
for i in range(sweep):
    clean = make_edges(rng, m, n, d, sigma, xi)
    for j, level in enumerate(levels):
        noisy = clean + level * rng.standard_normal((m, n))
        r = recover(mean_periodogram(noisy, d), n, d)
        table[i, j] = r[0], r[2]
print(f"NOISE SWEEP, {sweep} repeats: root-mean 3 sigma, standard error per experiment")
for j, level in enumerate(levels):
    avg, sd = table[:, j].mean(axis=0), table[:, j, 1].std(ddof=1)
    pred = predicted_errors(var, xi, level**2, n, d, m)[0]
    assert abs(avg[1] - var) < 4 * sd / np.sqrt(sweep)
    assert abs(sd / pred - 1) < 0.3  # scatter from 100 repeats is known to 7 percent
    print(f"noise {level:.1f} nm: raw {3*np.sqrt(avg[0]):.3f} nm, "
          f"recovered {3*np.sqrt(avg[1]):.3f} nm, predicted error {1.5*pred/sigma:.3f} nm")

# --- neglected effects, from fits to altered expected spectra ---
blur, hurst, rho = 1.0, 0.7, 0.1


def blurred_covariance(r):
    """Unit edge covariance after Gaussian averaging of width blur along the edge."""
    s = blur / xi
    return 0.5 * np.exp(s * s) * (np.exp(-r / xi) * erfc(s - r / (2 * blur))
                                  + np.exp(r / xi) * erfc(s + r / (2 * blur)))


def blur_integrand(y, r):
    return np.exp(-abs(y) / xi - (y - r)**2 / (4 * blur**2)) / np.sqrt(4 * np.pi * blur**2)


for r_test in (0.0, 1.5):
    numeric = quad(blur_integrand, -20, 0, args=(r_test,))[0]
    numeric += quad(blur_integrand, 0, 20, args=(r_test,))[0]
    assert abs(numeric - blurred_covariance(r_test)) < 1e-7


def altered_case(label, edge_cov, spacing=1.0, rows_used=1024, neighbour=0.0,
                 shape=edge_shape):
    cov = var * edge_cov(np.arange(rows_used) * spacing)
    cov[0] += noise_var
    cov[1] += neighbour * noise_var
    p = spectrum_from_covariance(cov, spacing)
    _, _, full, fit = recover(p, rows_used, spacing, shape)
    model = fit[0] * shape(fit[1], rows_used, spacing) + spacing * fit[2]
    bands = (p / model - 1).reshape(8, -1).mean(axis=1)
    band_se = 1 / np.sqrt(m * rows_used / 16)
    print(f"{label}: 3 sigma {3*np.sqrt(full):.3f} nm, noise {np.sqrt(fit[2]):.3f} nm, "
          f"misfit {100*np.max(np.abs(bands)):.2f} % (error {100*band_se:.1f} %)")
    return full, fit


def exponential(r):
    return np.exp(-r / xi)


print("NEGLECTED EFFECTS: recovered 3 sigma, noise sigma, largest band misfit")
control, control_fit = altered_case("none (control)", exponential)
assert abs(control / var - 1) < 1e-5
assert np.max(np.abs(control_fit / np.array([var, xi, noise_var]) - 1)) < 1e-5
altered_case("Lorentzian fit, 1 nm rows", exponential, shape=lorentzian_shape)
altered_case("Lorentzian fit, 4 nm rows", exponential, 4.0, 256, shape=lorentzian_shape)
altered_case("correct fit, 4 nm rows", exponential, 4.0, 256)
altered_case(f"roughness exponent {hurst}", lambda r: np.exp(-(r / xi)**(2 * hurst)))
altered_case(f"beam blur {blur} nm rms", blurred_covariance)
altered_case(f"neighbour noise correlation {rho}", exponential, neighbour=rho)
print(f"edge variance removed by beam blur: {100*(1-blurred_covariance(0.0)):.2f} %")
tilt = np.arange(n) - (n - 1) / 2
tilt = tilt / np.linalg.norm(tilt)
tilt_share = tilt @ toeplitz(np.exp(-np.arange(n) * d / xi)) @ tilt / n
print(f"further variance removed by a tilt correction: {100*tilt_share:.2f} %")
print("PASS")
```

It prints:

```
edge sigma 1.00 nm, correlation length 20.0 nm, noise sigma 0.80 nm
row spacing 1.0 nm, rows 1024, edge length 1024 nm, edges 40
largest relative error of expected-spectrum formula: 2.0e-15
noise floor d*noise variance: 0.6400 nm^3
edge spectrum at lowest frequency: 38.668 nm^3
edge spectrum at Nyquist frequency: 0.02548 nm^3
variance share lost with record mean, V: 3.831 %
ONE DATA SET
raw variance: 1.5636 nm^2, raw 3 sigma: 3.751 nm
fitted edge variance 0.9708 nm^2, correlation length 19.56 nm
fitted noise variance 0.6298 nm^2, noise sigma 0.7936 nm
integrated floor: 0.6292 nm^2
variance after floor subtraction: 0.9344 nm^2
V at fitted correlation length: 3.747 %
variance after mean correction: 0.9708 nm^2
recovered 3 sigma: 2.956 nm, true 3.000 nm
predicted standard error of 3 sigma: 0.050 nm
largest relative gap between scoring and simplex fits: 4.2e-08
ENSEMBLE of 400 repeated experiments
mean raw variance 1.6013 nm^2, expected 1.6011 nm^2
mean recovered variance 1.0005 +- 0.0016 nm^2, true 1.0000 nm^2
scatter of recovered variance 0.0316 nm^2, predicted 0.0334 nm^2
mean fitted edge variance 1.0005 nm^2, scatter 0.0316 nm^2
mean fitted correlation length 20.01 nm, scatter 0.84 nm
mean fitted noise variance 0.6398 +- 0.0003 nm^2, true 0.6400 nm^2
scatter of noise variance 0.00571 nm^2, predicted 0.00589 nm^2
noise variance from top-quarter tail 0.6672 nm^2, expected 0.6669 nm^2
NOISE SWEEP, 100 repeats: root-mean 3 sigma, standard error per experiment
noise 0.4 nm: raw 3.175 nm, recovered 2.998 nm, predicted error 0.049 nm
noise 0.8 nm: raw 3.793 nm, recovered 2.996 nm, predicted error 0.050 nm
noise 1.6 nm: raw 5.626 nm, recovered 2.991 nm, predicted error 0.056 nm
NEGLECTED EFFECTS: recovered 3 sigma, noise sigma, largest band misfit
none (control): 3 sigma 3.000 nm, noise 0.800 nm, misfit 0.00 % (error 2.0 %)
Lorentzian fit, 1 nm rows: 3 sigma 2.982 nm, noise 0.807 nm, misfit 0.45 % (error 2.0 %)
Lorentzian fit, 4 nm rows: 3 sigma 2.924 nm, noise 0.829 nm, misfit 1.28 % (error 4.0 %)
correct fit, 4 nm rows: 3 sigma 3.000 nm, noise 0.800 nm, misfit 0.00 % (error 4.0 %)
roughness exponent 0.7: 3 sigma 3.080 nm, noise 0.776 nm, misfit 10.23 % (error 2.0 %)
beam blur 1.0 nm rms: 3 sigma 2.981 nm, noise 0.775 nm, misfit 3.48 % (error 2.0 %)
neighbour noise correlation 0.1: 3 sigma 3.074 nm, noise 0.764 nm, misfit 12.52 % (error 2.0 %)
edge variance removed by beam blur: 5.40 %
further variance removed by a tilt correction: 3.68 %
PASS
```
